Ensemble variational principle and state averaging in CASSCF, part 1

(Sections cited here and not found follow in the second part.)

Setting. The algebra is in atomic units; numbers are in eV and angstrom. H is a self-adjoint Hamiltonian acting in a space that it maps into itself, for example all states of fixed electron number, spin and spatial symmetry. Its lowest eigenvalues, counted with multiplicity, are E_1 ≤ E_2 ≤ … ≤ E_M, with orthonormal eigenvectors Ψ_1, …, Ψ_M. All remaining spectrum, discrete or continuous, lies at or above E_M. Trial states ψ_1, …, ψ_M are orthonormal and lie in the domain of H. The program that tests the formulas and supplies the numbers is printed after the text with its output; comparison values marked as not in the output do not come from it.

(a) For m ≤ M let S_m = Σ_{k≤m} ⟨ψ_k|H|ψ_k⟩. Find the greatest lower bound of S_m over all orthonormal trial sets, and all sets that reach it.

Solution. Let V be the span of ψ_1, …, ψ_m and P_V its orthogonal projector. Define

p_j = Σ_{k≤m} |⟨Ψ_j|ψ_k⟩|² = ‖P_V Ψ_j‖².

A projector cannot lengthen a unit vector, so 0 ≤ p_j ≤ 1. Let Q = 1 − Σ_{j≤m} |Ψ_j⟩⟨Ψ_j|. It commutes with H, and on its range H ≥ E_m by the ordering of the spectrum. Splitting ψ_k into its components along Ψ_1, …, Ψ_m and the remainder Qψ_k produces no cross terms, because ⟨Ψ_j|H Q = E_j⟨Ψ_j|Q = 0. Summing over k,

S_m = Σ_{j≤m} E_j p_j + Σ_{k≤m} ⟨Qψ_k|H|Qψ_k⟩.

The same splitting applied to the norms gives

Σ_{k≤m} ‖Qψ_k‖² = m − Σ_{j≤m} p_j = Σ_{j≤m} (1 − p_j).

Write H = (H − E_m) + E_m in the last sum of S_m, use the norm relation for the E_m part, and subtract Σ_{j≤m} E_j. The terms −E_j(1 − p_j) and +E_m(1 − p_j) combine to

S_m − Σ_{j≤m} E_j = Σ_{j≤m} (E_m − E_j)(1 − p_j) + Σ_{k≤m} ⟨Qψ_k|(H − E_m)|Qψ_k⟩.   (1)

Every term on the right is nonnegative, so S_m ≥ E_1 + … + E_m, which is the Ky Fan inequality, and ψ_k = Ψ_k reaches the bound. In finite dimension the second sum in (1) is Σ_{j>m} (E_j − E_m) p_j; the program asserts (1) in this form for a random complex Hermitian matrix.

Equality requires each term to vanish. The first sum demands p_j = 1, that is Ψ_j ∈ V, for every j with E_j < E_m. In the second sum H − E_m is nonnegative on the range of Q, so a zero expectation value means ‖(H − E_m)^½ Qψ_k‖ = 0 and hence H Qψ_k = E_m Qψ_k. Every vector of V is therefore a combination of eigenvectors with eigenvalues at most E_m. The vectors of V orthogonal to all Ψ_j with E_j < E_m are then eigenvectors with eigenvalue E_m, and counting dimensions, V is spanned by eigenvectors with eigenvalues E_1, …, E_m. Conversely, let V be such a span. Two orthonormal bases of V are related by a unitary matrix U, which turns the matrix h_kl = ⟨ψ_k|H|ψ_l⟩ into U†hU with the same trace. S_m thus depends on V alone and equals the bound. If the spectrum on the range of Q lies strictly above E_m, no eigenvector with eigenvalue E_m exists there, so Qψ_k = 0 and V is the unique span of Ψ_1, …, Ψ_m. The same holds if E_m is only the edge of continuous spectrum there. If instead the range of Q contains an eigenvector with eigenvalue E_m, the level E_m is cut by the boundary and any choice within it serves.

(b) Take weights w_1 ≥ w_2 ≥ … ≥ w_M ≥ 0. Find the minimum of the ensemble energy E_w = Σ_k w_k ⟨ψ_k|H|ψ_k⟩ and the condition for reaching it.

Solution. Put w_{M+1} = 0 and d_m = w_m − w_{m+1}. The assumptions on the weights say exactly that d_m ≥ 0 for m = 1, …, M. The differences telescope, w_k = Σ_{m=k}^{M} d_m. For any numbers x_k, exchanging the order of summation over the pairs with k ≤ m gives Abel's summation formula,

Σ_k w_k x_k = Σ_k Σ_{m≥k} d_m x_k = Σ_{m=1}^{M} d_m Σ_{k≤m} x_k.

Choose x_k = ⟨ψ_k|H|ψ_k⟩ − E_k. The first m trial states are themselves an orthonormal set, so part (a) applies to each inner sum:

E_w − Σ_k w_k E_k = Σ_{m=1}^{M} d_m (S_m − Σ_{j≤m} E_j) ≥ 0.   (2)

This is the Gross-Oliveira-Kohn variational principle: the minimum is Σ_k w_k E_k. The right side of (2) is a sum of nonnegative terms, so equality holds if and only if, for every m with w_m > w_{m+1}, the span of ψ_1, …, ψ_m is spanned by eigenvectors with eigenvalues E_1, …, E_m.

Two limits show the range. With strictly decreasing positive weights, every nested span must be spanned by the lowest eigenvectors, which fixes it unless its boundary cuts a degenerate level. For nondegenerate levels ψ_1 is then Ψ_1 up to a phase, ψ_2 is the unit vector of the two-dimensional span orthogonal to Ψ_1, and so on, so each state is determined. With equal weights only d_M is nonzero and only the span of all M states is constrained. The program asserts both behaviours on a model matrix by direct numerical minimization without diagonalization: strictly decreasing weights return the eigenvectors, and a pair of equal weights returns the right plane with a nonzero off-diagonal element of H left inside it.

(c) Can either condition on the weights be dropped?

Solution. Suppose w_k < w_{k+1} for some k. Use the exact eigenstates but exchange Ψ_k and Ψ_{k+1}. The ensemble energy changes by

w_k E_{k+1} + w_{k+1} E_k − w_k E_k − w_{k+1} E_{k+1} = −(w_{k+1} − w_k)(E_{k+1} − E_k),

which is negative unless the two levels are degenerate, so Σ w_k E_k is not a lower bound. For nonnegative weights in any order, relabelling the trial states restores (2): the minimum always gives the largest weight to the lowest level. A minimization over all orthonormal trial sets cannot hold the larger weight on the upper state. The case is different when the trial states are kept as ordered eigenvectors of a configuration matrix and only the orbitals are varied: by the separate bounds in (d), that weighted sum stays at or above Σ w_k E_k for any nonnegative weights.

Suppose w_M < 0. Replace Ψ_M by a normalized state orthogonal to Ψ_1, …, Ψ_{M−1} with energy E > E_M. The change is w_M(E − E_M) < 0. The condition w_M ≥ 0 is needed whenever such a state exists. The program asserts a violation of the bound in each of the two cases.

(d) In state-averaged CASSCF the M states are ψ_k = Σ_a Φ_a(κ) C_ak. The Φ_a are the orthonormal configurations of a complete active space built from real orthonormal orbitals φ′_p = Σ_t φ_t U_tp, with U = exp K and K real antisymmetric with independent elements κ. One minimizes E_SA = Σ_k w_k⟨ψ_k|H|ψ_k⟩ with Σ_k w_k = 1 and nonincreasing, nonnegative weights. What does (b) imply for E_SA? Express E_SA and its orbital gradient through one matrix in configuration space.

Solution. Let H(κ) be the matrix ⟨Φ_a|H|Φ_b⟩, with eigenvalues ε_1 ≤ ε_2 ≤ …. The ψ_k are orthonormal when C†C = 1. Provided the orbital rotations preserve the spatial symmetry, they belong to the full configuration interaction (FCI) space of the same one-electron basis, spin and symmetry. Principle (2) applied in that space, and again to the matrix H(κ), gives

E_SA(κ, C) ≥ Σ_k w_k E_k^FCI for all κ and C,   min over C of E_SA = Σ_k w_k ε_k(κ).

The eigenvalues ε_k also obey separate bounds. The span of the lowest k eigenvectors of H(κ) has dimension k, so it contains a unit vector orthogonal to the k − 1 lowest FCI states. Its energy is at most ε_k, being an average of ε_1, …, ε_k, and at least E_k^FCI. Hence ε_k ≥ E_k^FCI, the Hylleraas-Undheim-MacDonald theorem. The argument uses eigenvectors of H(κ) and says nothing about other orthonormal vectors.

With W = diag(w_1, …, w_M) define the ensemble matrix ρ = C W C†. For any operator A with matrix A_ab = ⟨Φ_a|A|Φ_b⟩, cyclicity of the trace gives Σ_k w_k⟨ψ_k|A|ψ_k⟩ = Tr(W C†AC) = Tr(Aρ). Let E_pq = Σ_σ a†_pσ a_qσ and e_pqrs = Σ_στ a†_pσ a†_rτ a_sτ a_qσ. The averaged densities and the energy are

D_pq = Tr(E_pq ρ),   d_pqrs = Tr(e_pqrs ρ),

E_SA = Tr(Hρ) = E_nuc + Σ h_pq D_pq + ½ Σ (pq|rs) d_pqrs.

The matrices of E_pq and e_pqrs between configurations do not depend on κ, since operators and configurations are built from the same orbitals; all κ dependence sits in the integrals. For real symmetric ρ, an operator and its adjoint have the same average. E_pq† = E_qp gives D_pq = D_qp, and e_pqrs† = e_qpsr gives d_pqrs = d_qpsr. Exchanging the two creators and the two annihilators costs two signs and gives d_pqrs = d_rspq.

To first order δφ_p = Σ_t K_tp φ_t, so δh_pq = Σ_t (K_tp h_tq + K_tq h_pt). The two terms contribute equally after p ↔ q, giving 2 Σ K_tp D_pq h_tq. The variation of (pq|rs) has four terms, one per index. The first contributes T = Σ d_pqrs K_tp (tq|rs). The second, Σ d_pqrs K_tq (pt|rs), becomes Σ d_qpsr K_tp (qt|sr) on renaming p ↔ q and r ↔ s, and equals T by d_qpsr = d_pqrs and the symmetry of real integrals. The third and fourth turn into the first and second on renaming (pq) ↔ (rs). The total is ½ · 4T = 2T, so

δE_SA = 2 Σ_tp K_tp F_pt,   F_pt = Σ_q D_pq h_tq + Σ_qrs d_pqrs (tq|rs).

One parameter κ_tp enters as K_tp = κ_tp and K_pt = −κ_tp, hence

g_tp = ∂E_SA/∂κ_tp = 2(F_pt − F_tp).   (3)

Equation (3) holds at fixed C and is linear in ρ. If the columns c_k are eigenvectors with nondegenerate ε_k, their response drops out, since c_k†H δc_k = ε_k c_k†δc_k and normalization makes the real part of c_k†δc_k vanish; (3) is then also the gradient of Σ w_k ε_k(κ). The program asserts this against finite differences at non-stationary orbitals. Rotations within the core, the active or the virtual orbitals map the complete active space onto itself and are omitted.

(e) Replace C by CU with U a unitary M × M matrix at fixed orbitals. For equal weights, which quantities change?

Solution. With W = (1/M)·1,

ρ′ = C U W U† C† = (1/M) C U U† C† = (1/M) C C† = ρ.

The ensemble matrix is 1/M times the projector CC† on the averaged subspace. By (d), E_SA, D, d, F and the orbital gradient are functions of ρ and do not change. Stationarity against mixing in configurations outside the subspace is also kept. A variation δc_k orthogonal to all columns of C changes E_SA by 2w_k Re(δc_k† H c_k), so stationarity means (1 − CC†)HC = 0, and multiplying by U from the right preserves this. A stationary point of equal-weight SA-CASSCF is a subspace together with a set of orbitals, and the rotations among the averaged states are redundant parameters.

The individual energies, the diagonal elements of U†hU with h = C†HC, change in general, the exception being h ∝ 1; only their sum is always fixed. The states are defined by the separate convention of diagonalizing h. The same proof covers any U that commutes with W, since then UWU† = W. Groups of states with a common weight are invariant under rotations inside each group.

(f) For real states rotate one pair, ψ_1′ = cosθ ψ_1 + sinθ ψ_2 and ψ_2′ = −sinθ ψ_1 + cosθ ψ_2, with arbitrary weights. Find the change of ρ and E_SA. Is it strictly true that unequal weights break the invariance of the energy?

Solution. Write c = cosθ, s = sinθ, ρ_11 = c_1c_1ᵀ, ρ_22 = c_2c_2ᵀ and X = c_1c_2ᵀ + c_2c_1ᵀ. Expanding the products,

c_1′c_1′ᵀ = c²ρ_11 + s²ρ_22 + sc X,   c_2′c_2′ᵀ = s²ρ_11 + c²ρ_22 − sc X.

With c² = 1 − s², the first exceeds ρ_11 by s²(ρ_22 − ρ_11) + sc X and the second exceeds ρ_22 by the negative of this. Therefore

ρ′ − ρ = (w_1 − w_2)[s²(ρ_22 − ρ_11) + sc X].

For any quantity A linear in ρ, let A_11 and A_22 be its values on ρ_11 and ρ_22, and A_12 its value on X/2, the symmetrized transition element. With 2sc = sin2θ,

ΔA = (w_1 − w_2)[(A_22 − A_11) sin²θ + A_12 sin2θ].   (4)

This covers the densities, the gradient (3) and the energy:

ΔE_SA = (w_1 − w_2)[(h_22 − h_11) sin²θ + h_12 sin2θ].   (5)

At θ = 0 the first derivative of (5) is 2(w_1 − w_2)h_12 and the second is 2(w_1 − w_2)(h_22 − h_11). For w_1 > w_2, stationarity forces h_12 = 0 and a minimum needs h_11 ≤ h_22, so the functional itself diagonalizes and orders the pair, as (b) requires. The curvature is proportional to both the weight difference and the gap, and vanishes with either. The program asserts (5) symbolically and numerically, for eigenvectors and for random vectors, and (4) for the active one-particle density.

The statement that unequal weights break the invariance needs a condition. The energy f(U) = Tr(W U†hU) is independent of U if and only if W ∝ 1 or h ∝ 1. If either holds, the factors U† and U cancel in the trace. If neither holds, there are positions i, j with w_i ≠ w_j and eigenvalues λ_a ≠ λ_b of h. Choose U_0 to diagonalize h, with columns ordered so that λ_a stands at position i and λ_b at position j. A further rotation of the pair (i, j) changes f by (w_i − w_j)(λ_b − λ_a) sin²θ ≠ 0 according to (5), so f is not constant. The exception h ∝ 1 is exact degeneracy of the averaged states. There the energy is invariant for any weights, while for unequal weights ρ is not, and by (4) densities and orbital gradient change unless A_11 = A_22 and A_12 = 0.

This part has established the ensemble variational principle with its equality conditions, and has shown how E_SA, the densities and the orbital gradient respond to rotations among the averaged states for equal and unequal weights. It remains to evaluate these results for H2O and to examine how the weighted sums and the orbital gradient behave at a degeneracy.
